\section*{The Flash Method: Diffusivity from the Rear-Surface Half-Rise Time}

\section{The heat balance}

\noindent\textit{Q.} You heat one face of a slab with a flash, watch the other face, and claim to read off the thermal diffusivity from a single time. You do not even know how much energy was absorbed. What do you assume?

\noindent\textit{A.} The slab has thickness $L$, with $x=0$ at the front and $x=L$ at the rear. Its conductivity $k$ and heat capacity per volume $C$ are constants. At $t=0$ an energy $Q$ per area is absorbed uniformly over the front face, in a layer of negligible depth and in negligible time. Heat then flows along $x$ alone, obeys Fourier's law, and does not leave through either face.

Let $T(x,t)$ be the temperature rise above the uniform initial temperature. The heat flux is $j=-k\,\partial T/\partial x$, and energy conservation reads $C\,\partial T/\partial t=-\partial j/\partial x$. With $\alpha=k/C$,
\begin{equation}
\frac{\partial T}{\partial t}=\alpha\frac{\partial^2T}{\partial x^2},\qquad
\frac{\partial T}{\partial x}\Big|_{x=0}=\frac{\partial T}{\partial x}\Big|_{x=L}=0\quad(t>0).
\label{heat}
\end{equation}
The pulse enters as an initial condition. For any smooth function $f$,
\begin{equation}
\int_0^L C\,T(x,t)f(x)\,dx\to Q f(0)\qquad (t\to0^+),
\label{initial}
\end{equation}
because all the energy starts at $x=0$. Setting $f=1$ gives the total $Q$. No heat leaves, so the slab ends at the uniform rise $Q/(CL)$.

\noindent\textit{Q.} An infinitely thin hot layer has an infinite temperature. Can you solve for that without guessing a form?

\noindent\textit{A.} Yes, by following integrals of $T$, which stay finite. Define
\begin{equation}
a_n(t)=\int_0^L T(x,t)\cos\frac{n\pi x}{L}\,dx,\qquad n=0,1,2,\dots
\end{equation}
Differentiate, use \eqref{heat}, and integrate by parts twice:
\begin{align}
\frac{da_n}{dt}
&=\alpha\left[\frac{\partial T}{\partial x}\cos\frac{n\pi x}{L}\right]_0^L
+\alpha\frac{n\pi}{L}\int_0^L\frac{\partial T}{\partial x}\sin\frac{n\pi x}{L}\,dx\nonumber\\
&=\alpha\frac{n\pi}{L}\left[T\sin\frac{n\pi x}{L}\right]_0^L
-\alpha\frac{n^2\pi^2}{L^2}a_n
=-\alpha\frac{n^2\pi^2}{L^2}a_n .
\end{align}
The first bracket vanishes because the faces are adiabatic, the second because the sine is zero at both ends. Condition \eqref{initial} with $f=\cos(n\pi x/L)$ gives $a_n(0^+)=Q/C$ for every $n$. Hence $a_n=(Q/C)e^{-n^2\pi^2\alpha t/L^2}$.

The cosine expansion of a function on $[0,L]$ is $a_0/L+(2/L)\sum_{n\ge1}a_n\cos(n\pi x/L)$, so
\begin{equation}
T(x,t)=\frac{Q}{CL}\left[1+2\sum_{n=1}^{\infty}\cos\frac{n\pi x}{L}\,
e^{-n^2\pi^2\alpha t/L^2}\right].
\label{field}
\end{equation}
The coefficients were forced by the equation and its conditions, so the solution is unique.

\section{The rear face and its half-rise}

\noindent\textit{Q.} The unknown energy is still there.

\noindent\textit{A.} It sits in the prefactor. Divide the rear rise by its own final value, and define
\begin{equation}
V=\frac{CL\,T(L,t)}{Q},\quad \tau=\frac{\alpha t}{L^2},\quad
\omega=\pi^2\tau,\quad q=e^{-\omega}.
\end{equation}
Since $\cos n\pi=(-1)^n$, equation \eqref{field} becomes
\begin{equation}
V=1+2\sum_{n=1}^{\infty}(-1)^n q^{n^2}=1-2q+2q^4-2q^9+\cdots .
\label{series}
\end{equation}
Neither $Q$ nor $C$ appears. A detector whose signal is proportional to the temperature rise is enough, without absolute calibration.

\noindent\textit{Q.} An alternating series could wiggle. How do you know that the rear face passes half its final rise only once?

\noindent\textit{A.} The series settles this at later times. Term by term,
\begin{equation}
\frac{dV}{d\omega}=2\sum_{n=1}^{\infty}(-1)^{n+1}n^2e^{-n^2\omega}.
\end{equation}
The ratio of the size of term $n+1$ to that of term $n$ is
\begin{equation}
\left(\frac{n+1}{n}\right)^2e^{-(2n+1)\omega}\le 4e^{-3\omega}.
\end{equation}
For $\omega>(\ln4)/3$, that is $\tau>0.0468$, the terms decrease in size. An alternating sum with decreasing terms has the sign of its first term, here positive.

\noindent\textit{Q.} And before that time?

\noindent\textit{A.} There I use a second form of the same solution. The function
\begin{equation}
G(x,t)=\frac{1}{\sqrt{4\pi\alpha t}}\,e^{-x^2/(4\alpha t)}
\end{equation}
has unit integral over the infinite line and satisfies the heat equation, since
\begin{equation}
\frac{\partial G}{\partial t}=\left(\frac{x^2}{4\alpha t^2}-\frac1{2t}\right)G
=\alpha\frac{\partial^2G}{\partial x^2}.
\end{equation}
Place a source of strength $2Q$ at every point $2mL$, with $m$ any integer:
\begin{equation}
T=\frac{2Q}{C}\sum_{m=-\infty}^{\infty}G(x-2mL,t).
\label{images}
\end{equation}
The array is symmetric about $x=0$ and about $x=L$, so the slope vanishes at both faces. As $t\to0^+$, the sources outside the slab contribute nothing within it, while half of the source at $x=0$, an energy $Q$, spreads into $x>0$. All the conditions are met, and by uniqueness \eqref{images} equals \eqref{field}.

At $x=L$ the sources lie at the odd distances $L,3L,5L,\dots$, one on each side. Multiplying \eqref{images} by $CL/Q$ and counting each distance twice gives
\begin{equation}
V=\frac{4L}{\sqrt{4\pi\alpha t}}\sum_{j=0}^{\infty}e^{-(2j+1)^2L^2/(4\alpha t)}
=\frac{2}{\sqrt{\pi\tau}}\sum_{j=0}^{\infty}e^{-(2j+1)^2/(4\tau)} .
\label{short}
\end{equation}
With $p=2j+1$, each term is proportional to $g=\tau^{-1/2}e^{-p^2/(4\tau)}$, for which
\begin{equation}
\frac{1}{g}\frac{dg}{d\tau}=-\frac{1}{2\tau}+\frac{p^2}{4\tau^2}
=\frac{p^2-2\tau}{4\tau^2}.
\end{equation}
Because $p\ge1$, every term rises for $\tau<1/2$. This range overlaps the range $\tau>0.0468$, so $V$ rises at all times. It starts from zero by \eqref{short} and tends to one by \eqref{series}, and it crosses one half once.

\noindent\textit{Q.} Then find the crossing.

\noindent\textit{A.} Put $V=1/2$ in \eqref{series}, subtract one, and divide by $-2$:
\begin{equation}
q-q^4+q^9-\cdots=\frac14 .
\label{root}
\end{equation}
Keeping $q$ alone gives $q=1/4$, $\omega=\ln4$ and $\tau=0.1405$. The term $q^4$ corrects this. The root of the full equation is $q=0.254169$, which can be checked by hand:
\begin{equation}
0.254169-0.004173+0.000004=0.250000 .
\end{equation}
The next term, $q^{16}$, is below $10^{-9}$. Therefore
\begin{equation}
\omega_h=-\ln q=1.36976,\qquad K\equiv\tau_h=\frac{\omega_h}{\pi^2}=0.138785 .
\end{equation}
If $t_h$ is the time from the pulse to half the final rear rise, then $\alpha t_h/L^2=K$, or
\begin{equation}
\boxed{\;\alpha=K\frac{L^2}{t_h},\qquad K\simeq0.1388\;}
\label{law}
\end{equation}
The figure 0.1388 is thus a rounded root of \eqref{root}. Stopping at one exponential would make $K$ too large by 1.2\,\% of its value.

\noindent\textit{Q.} Everything rests on your sums. Is there a check that does not use them?

\noindent\textit{A.} Divide the slab into 400 cells, write the heat balance of each, and diagonalize the resulting matrix. The half-rise then falls at $\tau=0.138784$. The whole rear trace between $\tau=0.02$ and $1.5$ agrees with \eqref{series} to about $10^{-5}$ of the final rise, and it increases throughout. These comparisons are in the numerical output.

\section{A slab in numbers}

\noindent\textit{Q.} Show me a measurement.

\noindent\textit{A.} Take round model values: $L=2.00$ mm, $t_h=50.0$ ms, $C=2.5\times10^6\ \mathrm{J\,m^{-3}\,K^{-1}}$ and $Q=1.0\times10^4\ \mathrm{J\,m^{-2}}$. Then
\begin{equation}
\alpha=0.138785\,\frac{(2.00\times10^{-3}\,\mathrm m)^2}{50.0\times10^{-3}\,\mathrm s}
=1.110\times10^{-5}\ \mathrm{m^2\,s^{-1}},
\end{equation}
or $11.10\ \mathrm{mm^2\,s^{-1}}$. The conductivity needs $C$ as a separate input: $k=\alpha C=27.8\ \mathrm{W\,m^{-1}\,K^{-1}}$. The final rise is $Q/(CL)=2.0$ K, so the clock stops when the rear face has warmed by 1.0 K.

The thickness enters squared. Reading it 1\,\% too high multiplies $\alpha$ by $1.01^2$, an error of $+2.01\,\%$.

\noindent\textit{Q.} One time always yields some number, even if the slab violates your assumptions. How would I notice?

\noindent\textit{A.} Look at the rest of the trace. In the ideal model $V$ depends on $\tau$ alone, and $\tau=K\,t/t_h$, so all slabs share one curve of $V$ against $t/t_h$:
\begin{center}
\begin{tabular}{c|cccccc}
$t/t_h$ & 0.5 & 1 & 1.5 & 2 & 3 & 4\\ \hline
$V$ & 0.117 & 0.500 & 0.744 & 0.871 & 0.967 & 0.992
\end{tabular}
\end{center}
A departure beyond the noise shows that some assumption fails. Agreement is weaker evidence. The thickness does not enter this curve, so a misread $L$ of any size leaves it unchanged. Other faults are partly absorbed in the fitted $t_h$: the 2 ms pulse and the surface loss of the next section bias $\alpha$ by 1 to 2\,\%, yet between $0.4\,t_h$ and $4\,t_h$ they move the curve, normalised to its own maximum, by less than 0.01.

\section{When the assumptions fail}

\noindent\textit{Q.} Real flashes last a while. From which moment do you count?

\noindent\textit{A.} Let $f(s)$ be the fraction of the energy arriving per unit time at time $s$, with mean $\bar s$ and variance $\sigma^2$. The heat equation is linear, so once the pulse is over the response is an average of shifted ideal responses. Expanding about $t-\bar s$,
\begin{equation}
\int f(s)V(t-s)\,ds\simeq V(t-\bar s)+\tfrac12\sigma^2V''(t-\bar s).
\end{equation}
The linear term is absent because the mean of $s-\bar s$ is zero. To first order in the pulse length, the half-rise is delayed by $\bar s$.

For a square pulse of 2 ms on our slab, $\bar s=1$ ms, which predicts 51.00 ms from the start of the pulse. The computed value is 51.004 ms. Using it uncorrected in \eqref{law} changes $\alpha$ by the factor $50/51.004$, an error of $-1.97\,\%$. Counting from the pulse centroid removes nearly all of it.

\noindent\textit{Q.} And if the light penetrates below the surface? Part of the heat then has a head start.

\noindent\textit{A.} Less than you might expect. If the absorbed energy is spread over depth, $a_n(0^+)$ becomes $(Q/C)\langle\cos(n\pi x/L)\rangle$, where the brackets average over the absorbed energy. For shallow absorption and the few modes that matter near $t_h$,
\begin{equation}
\left\langle\cos\frac{n\pi x}{L}\right\rangle
\simeq1-\frac{n^2\pi^2\langle x^2\rangle}{2L^2}
\simeq\exp\left[-\frac{n^2\pi^2\alpha}{L^2}\,\frac{\langle x^2\rangle}{2\alpha}\right].
\end{equation}
This is the factor that each mode would acquire by decaying for an extra time $\langle x^2\rangle/(2\alpha)$. No term linear in depth appears, because the cosine has zero slope at the adiabatic face.

For an energy density proportional to $e^{-x/d}$ with $d\ll L$, $\langle x^2\rangle=2d^2$ and the advance is $d^2/\alpha$. With $d=40\ \mu$m,
\begin{equation}
\frac{d^2}{\alpha}=\frac{(40\times10^{-6}\,\mathrm m)^2}{1.110\times10^{-5}\,\mathrm{m^2\,s^{-1}}}
=0.144\ \mathrm{ms}.
\end{equation}
The cell calculation with this profile gives the same 0.144 ms. The half-rise comes early, and $\alpha$ is overestimated by 0.29\,\%.

\noindent\textit{Q.} Your faces are perfectly insulated. Mine lose heat, and my trace has a maximum and then falls.

\noindent\textit{A.} Suppose that each face loses a flux $hT$, and let $B=hL/k$ be the Biot number. With $\xi=x/L$, a mode $X(\xi)e^{-\beta^2\tau}$ obeys
\begin{equation}
X''=-\beta^2X,\qquad X'(0)=BX(0),\qquad X'(1)=-BX(1).
\end{equation}
Let $\theta=\arctan(B/\beta)$. The solution with $X(0)=1$ that meets the front condition is
\begin{equation}
X=\cos\beta\xi+\frac B\beta\sin\beta\xi=\frac{\cos(\beta\xi-\theta)}{\cos\theta}.
\end{equation}
The rear condition becomes $\beta\tan(\beta-\theta)=B$, or $\tan(\beta-\theta)=\tan\theta$. Hence
\begin{equation}
\beta_n=n\pi+2\arctan(B/\beta_n),\qquad n=0,1,2,\dots
\end{equation}
It follows that $X_n(1)=\cos(n\pi+\theta_n)/\cos\theta_n=(-1)^n$. The squared norm is
\begin{align}
N_n=\int_0^1X_n^2\,d\xi
&=\frac{1}{\cos^2\theta_n}\left[\frac12+\frac{\sin(2\beta_n-2\theta_n)+\sin2\theta_n}{4\beta_n}\right]\nonumber\\
&=\frac{1}{2\cos^2\theta_n}+\frac{\tan\theta_n}{\beta_n}
=\frac{\beta_n^2+B^2+2B}{2\beta_n^2},
\end{align}
where $2\beta_n-2\theta_n=2n\pi+2\theta_n$ makes the two sines equal. Different modes are orthogonal, because
\begin{equation}
(\beta_m^2-\beta_n^2)\int_0^1X_mX_n\,d\xi=\big[X_mX_n'-X_nX_m'\big]_0^1=0:
\end{equation}
at each face all modes share the same ratio $X'/X$. A unit source at $\xi=0$ has the coefficients $X_n(0)/N_n=1/N_n$, so
\begin{equation}
V=\sum_{n=0}^{\infty}(-1)^n\frac{2\beta_n^2}{\beta_n^2+B^2+2B}\,e^{-\beta_n^2\tau}.
\end{equation}
As $B\to0$, the lowest root obeys $\beta_0^2\simeq2B$. Its amplitude tends to $4B/(4B)=1$, the others tend to 2, and \eqref{series} returns.

\noindent\textit{Q.} What does that do to the half-time?

\noindent\textit{A.} Take $B=0.01$, which for our slab means $h=Bk/L\simeq139\ \mathrm{W\,m^{-2}\,K^{-1}}$. The trace peaks at $V=0.981$, 251 ms after the pulse, and half of that peak is reached at 49.44 ms. The cell calculation with losses agrees. Used in \eqref{law}, this time overestimates $\alpha$ by 1.13\,\%.

The loss lowers the early trace, which by itself would delay a crossing at fixed level. It also lowers the peak, and with it the level that counts as half. Since the crossing comes earlier here, the second effect is the larger one.

\noindent\textit{Q.} Could I use the same formula for a film 200 nm thick?

\noindent\textit{A.} Equation \eqref{law} gives the scaling, but the conditions become severe. At the same $\alpha$, a thickness smaller by $10^4$ shortens $t_h$ by $10^8$, from 50 ms to 0.5 ns. The pulse and the detector must be fast on that scale. If the film sits on a substrate, the heat passing into it during the measurement must be negligible, or the adiabatic condition fails. The relative time advance from absorption is
\begin{equation}
\frac{d^2/\alpha}{t_h}=\frac1K\left(\frac dL\right)^2,
\end{equation}
which for $d=40$ nm would be $0.04/0.1388\simeq0.29$, too large for the leading-order correction to be trusted.

Fourier's law itself also requires the heat carriers to scatter many times while crossing the film. If their mean free path is comparable with $L$, the rear trace is no longer governed by \eqref{heat}. Formula \eqref{law} still returns a number, but that number is not the diffusivity of the bulk material.

\section*{Table of computed values}
\begin{verbatim}
omega at half rise: 1.36976
q at half rise: 0.254169
q^4 at half rise: 0.004173
q^9 at half rise: 4.43e-06
K, one exponential: 0.140461
K, two exponentials: 0.138783
K, full series: 0.138785
K, finite-volume slab: 0.138784
series valid for monotonic proof above tau: 0.0468
largest image-cosine difference in V: 3.3e-16
largest slab-series difference in V: 1.1e-05
thickness: 2.00 mm
half-rise time: 50.00 ms
volumetric heat capacity: 2.50e+06 J/(m^3 K)
absorbed energy per area: 1.00e+04 J/m^2
diffusivity: 1.1103e-05 m^2/s
diffusivity, converted: 11.103 mm^2/s
conductivity: 27.76 W/(m K)
final temperature rise: 2.000 K
half-rise time, SI slab: 49.9996 ms
V at 0.5 half-rise times: 0.1167
V at 1.0 half-rise times: 0.5000
V at 1.5 half-rise times: 0.7443
V at 2.0 half-rise times: 0.8708
V at 3.0 half-rise times: 0.9672
V at 4.0 half-rise times: 0.9917
pulse length: 2.00 ms
half-rise time from pulse start: 51.004 ms
diffusivity bias, pulse: -1.97 %
absorption depth: 40.0 um
time advance, depth formula: 0.144 ms
time advance, depth slab: 0.144 ms
diffusivity bias, depth: 0.29 %
Biot number, each face: 0.010
loss coefficient: 138.8 W/(m^2 K)
peak V with loss: 0.9809
time of peak with loss: 251.4 ms
half-of-peak time with loss: 49.442 ms
half-of-peak time, lossy slab: 49.442 ms
diffusivity bias, loss: 1.13 %
diffusivity bias, thickness read 1 % high: 2.01 %
\end{verbatim}
